# Keldysh-Summed Determinants for the Interaction Expansion of an Anderson Dot

A single level sits between two leads at different chemical potentials. Electrons hop on and off, a current flows, and the level has a steady occupation. Now a repulsion \(U\) between spin-up and spin-down electrons is switched on. The dot should forget the switching and settle to a new occupation. A direct expansion in \(U\), however, produces integrals that grow as powers of the elapsed time. How can a quantity that settles be computed from pieces that grow? The answer is to combine the pieces at fixed interaction times, before integrating over those times.

## Setting

The Hamiltonian is \(H=H_0+U\hat n_\uparrow\hat n_\downarrow\), with \(\hat n_\sigma=d_\sigma^\dagger d_\sigma\). The quadratic part \(H_0\) contains the level, the leads and the hopping, and conserves each spin. Set \(\hbar=1\). Before time 0 the state is stationary under \(H_0\), the same for both spins, and Gaussian: its correlators are signed sums over pairings of \(d\) with \(d^\dagger\) (Wick's theorem). It need not be thermal. We seek the coefficients in

\[
n(t)=\langle \hat n_\uparrow\rangle_t=\sum_n U^nQ_n(t),\qquad Q_0=n_0 .
\]

Operators below evolve with \(H_0\). For one spin, define

\[
g^>(s)=-i\langle d(s)d^\dagger(0)\rangle,\qquad
g^<(s)=i\langle d^\dagger(0)d(s)\rangle .
\]

Thus \(g^<(0)=in_0\), and stationarity gives \(g^{\gtrless}(-s)=-[g^{\gtrless}(s)]^*\).

## One interaction, by hand

The evolution operator is \(1-iU\int_0^t du\,\hat n_\uparrow(u)\hat n_\downarrow(u)+\dots\). It stands to the right of the measured \(\hat n_\uparrow(t)\), its adjoint to the left. To first order,

\[
Q_1=-i\int_0^t du\,n_0\,[F_+-F_-],
\]
\[
F_+=\langle\hat n_\uparrow(t)\hat n_\uparrow(u)\rangle,\qquad
F_-=\langle\hat n_\uparrow(u)\hat n_\uparrow(t)\rangle .
\]

The factor \(n_0\) is the spin-down average. The term \(F_+\) comes from forward evolution, \(F_-\) from backward evolution; these are the two Keldysh branches. With \(s=t-u>0\), Wick's theorem gives

\[
F_+=n_0^2+\langle d^\dagger(t)d(u)\rangle\langle d(t)d^\dagger(u)\rangle .
\]

The first average is \(-ig^<(-s)\), the second \(ig^>(s)\), so

\[
F_+=n_0^2+g^>(s)g^<(-s),\qquad F_-=F_+^* .
\]

The piece \(n_0^2\) has no line joining \(u\) to \(t\). It is the same on both branches and cancels in \(F_+-F_-\).

For a case with explicit functions, replace the leads by one bath level. Let both levels have energy zero and hopping \(v>0\). The modes have energies \(\pm v\), each with weight \(1/2\) on the dot. Fill the lower mode for each spin. Then \(n_0=1/2\) and

\[
g^<(s)=\tfrac i2e^{ivs},\quad g^>(s)=-\tfrac i2e^{-ivs},\quad
F_\pm=\tfrac14\left(1+e^{\mp2ivs}\right).
\]

Integrate the forward term alone:

\[
I_+=-\frac i8\int_0^t ds\,(1+e^{-2ivs})
=-\frac{it}{8}-\frac{1-e^{-2ivt}}{16v}.
\]

The backward integral is \(I_-=I_+^*\). Each grows linearly, but the growth cancels:

\[
Q_1=I_++I_-=-\frac{1-\cos2vt}{8v}.
\]

If the branches are added first, the integrand is \(-\frac14\sin2vs\), and no growing term appears. With the lower mode filled the answer is never positive: repulsion raises the dot level, and this ground state responds by moving weight off the dot. The sign belongs to the state. Filling the upper mode instead amounts to \(v\to-v\) and gives a \(Q_1\) of the same size and opposite sign. It oscillates forever because one bath level cannot carry memory away. Removing the unlinked term and reaching a steady state are therefore different matters.

## The same calculation as a determinant

Label a contour point by its time and a branch \(a=+1\) (forward) or \(a=-1\) (backward). The contour runs forward from 0 to the latest time, then back. Let \(T_C\) place later contour points to the left, with a minus sign for each exchange of fermions, and define

\[
g(z,z')=-i\langle T_C\,d(z)d^\dagger(z')\rangle .
\]

It equals \(g^>\) if \(z\) is later on the contour and \(g^<\) if it is earlier. At coinciding points we want \(d^\dagger d\), so we use \(g^<(0)\).

For several densities, put each \(d^\dagger\) infinitesimally later than its partner. Then \(T_C\,d(z_i)d^\dagger(z_i^+)=-\hat n(z_i)\). Wick's theorem gives \(\det[ig]\) for \(m\) such pairs; the \(m\) extra minus signs turn it into

\[
\Big\langle T_C\prod_{i=1}^m\hat n(z_i)\Big\rangle=\det[-ig(z_i,z_j)] .
\]

For two points, a forward vertex gives

\[
\det\begin{pmatrix}n_0&-ig^>(s)\\-ig^<(-s)&n_0\end{pmatrix}
=n_0^2+g^>(s)g^<(-s)=F_+,
\]

as found by hand.

## All orders

Each forward vertex carries \(-iU\,du\) and each backward vertex \(+iU\,du\), that is \(-iaU\,du\). The contour exponential has a factor \(1/n!\). After the branch sum its integrand is symmetric in the vertex times, so the \(n!\) time orderings contribute equally and cancel this factor. Hence

\[
Q_n(t)=\int_{t>u_1>\dots>u_n>0}du\,W_n(u),
\]
\[
W_n=(-i)^n\sum_{\{a_i=\pm1\}}\Big(\prod_i a_i\Big)D_{0\ldots n}\,D_{1\ldots n}.
\]

Here \(D\) is the determinant of \(-ig\) over the listed points, and point 0 is the measurement. The larger determinant belongs to spin up, the smaller to spin down.

**The latest vertex.** Consider first the sum without a measurement,

\[
Z_n=(-i)^n\sum_{\{a_i\}}\Big(\prod_i a_i\Big)D_{1\ldots n}^2 .
\]

Let vertex \(m\) have the latest time. On either branch it lies after every forward vertex and before every other backward vertex. Moving it between branches therefore changes no entry of the matrix. It does change the sign of \(a_m\), so the terms cancel in pairs:

\[
Z_n(u)=0\quad(n\ge1),\qquad Z_0=1 .
\]

This holds at each set of distinct times, without integration. The same argument shows that a vertex later than the measurement contributes nothing, which is causality. It also shows that the measurement may be placed on either branch.

**Removing what is unlinked.** Expand both determinants into permutations. Draw a line from \(i\) to its image under each permutation. Let \(S\) be the set of vertices linked to point 0 and \(V\) the rest. Neither permutation mixes \(S\cup\{0\}\) with \(V\), so signs, matrix entries and branch factors all factorize. For fixed \(S\), the permutations on \(V\) are unrestricted and rebuild the complete determinants there. Thus

\[
W_n=\sum_S C(S)\,Z(V),
\]

where \(C(S)\) is the branch-summed linked contribution. Since \(Z(V)=0\) unless \(V\) is empty, \(W_n=C(\text{all vertices})\). No diagram has to be identified, and nothing has to be divided out or subtracted. Loops attached to the measured line, such as the Hartree shift, are linked and remain. A single branch assignment still contains unlinked pieces; the sum is what removes them.

**Half the work.** Reverse every branch, including that of the measurement. Contour order reverses, and the symmetry of \(g^{\gtrless}\) turns the matrix \(M=-ig\) into \(M^\dagger\). Its determinant is conjugated. The prefactor becomes \((-i)^n(-1)^n\prod_i a_i=i^n\prod_i a_i\), also the conjugate. So \(W_n\) is real, and \(2^{n-1}\) assignments suffice.

The algorithm is then:

1. Tabulate \(g^<(s)\) and \(g^>(s)\).
2. Choose times \(u_1>\dots>u_n\) below \(t\).
3. For each branch assignment, fill \(M\) by contour order, multiply the two determinants and attach \((-i)^n\prod_i a_i\).
4. Add the assignments.
5. Integrate the sum over the times.

With elimination for each determinant, the cost per time set scales as \(2^nn^3\). For low orders, the map \(u_1=tx_1\), \(u_2=u_1x_2\), and so on, turns the ordered region into a cube with Jacobian \(t\,u_1\cdots u_{n-1}\), suited to Gauss quadrature.

## Infinite leads and loss of memory

For broad leads, lead \(\alpha\) gives the level a constant width \(\Gamma_\alpha\); let \(\Gamma=\sum_\alpha\Gamma_\alpha\). Eliminating the leads from the equation of motion gives \(d(\omega)=\xi(\omega)/(\omega-\varepsilon+i\Gamma/2)\). The incoming lead field \(\xi\) has occupied spectral weight \(\sum_\alpha\Gamma_\alpha f_\alpha(\omega)\), with \(f_\alpha\) the Fermi functions. Therefore

\[
g^<(s)=i\int\frac{d\omega}{2\pi}\,
\frac{e^{-i\omega s}\sum_\alpha\Gamma_\alpha f_\alpha(\omega)}{(\omega-\varepsilon)^2+\Gamma^2/4}.
\]

Replacing occupied by total weight gives the anticommutator, hence

\[
g^>(s)=g^<(s)-ie^{-i\varepsilon s-\Gamma|s|/2}.
\]

For \(s>0\), close the frequency contour below the real axis. The level pole gives decay at rate \(\Gamma/2\), and the nearest Fermi poles at rate \(\pi k_BT\).

Suppose a group of vertices lies a long time \(s\) before the rest. At fixed branches the matrices become block diagonal and the product of determinants tends to a generally nonzero constant. After the branch sum, the remote block gives \(Z=0\). What survives needs a permutation cycle that crosses the gap and returns, hence at least two lines. If \(\Gamma/2<\pi k_BT\), the decay at large \(s\) is no slower than \(e^{-\Gamma s}\); over finite gaps the local rate can lie somewhat above or below \(\Gamma\). At zero temperature the Fermi poles merge into a cut, so counting poles no longer gives the rate. The first-order integrand still falls at least as fast as \(e^{-\Gamma s/2}\), because every term of \(F_+-F_-\) contains one factor \(g^>-g^<\), which decays at that rate at any temperature. For a finite bath there is no lasting decay at all.

If branches are integrated separately, configurations with all vertices far apart dominate at long times. Their matrices are diagonal, so

\[
I_{\{a\}}\simeq(-i)^n\Big(\prod_i a_i\Big)n_0^{2n+1}\frac{t^n}{n!}.
\]

These are the growing pieces of the opening question.

## A biased dot in numbers

Take round model parameters, not those of a particular device: \(\Gamma_L=0.06\) eV, \(\Gamma_R=0.04\) eV, \(\varepsilon=-0.05\) eV, \(\mu_{L,R}=\pm0.10\) eV, \(k_BT=0.025\) eV and \(U=0.05\) eV. Times are in \(\hbar/\text{eV}\). The measurement is at \(t=150\), or 98.7 fs after switching. The noninteracting occupation is \(n_0=0.6507\) per spin.

First, the cancellation at one set of times. For a measurement at 40 and vertices at 36, 29 and 21, all permutation pairs were enumerated and sorted. The linked ones sum to \(-2.630024\times10^{-3}\), equal to the determinant sum to all printed digits. The unlinked contributions of the eight branch assignments have magnitudes totalling 1.22, yet their sum is \(9\times10^{-17}\), which is rounding error.

Next, the memory. At second order, put one vertex 5 before the measurement and the other a further 120 or 200 earlier. One branch assignment has magnitude 0.152 in both cases. The branch sum falls from \(5.41\times10^{-8}\) to \(1.88\times10^{-11}\), a rate

\[
\frac{1}{80}\ln\frac{5.408\times10^{-8}}{1.884\times10^{-11}}=0.0995\ \text{eV}.
\]

This is close to \(\Gamma=0.10\) eV, as expected since \(\Gamma/2=0.05\) eV lies below \(\pi k_BT=0.079\) eV.

The coefficients at \(t=150\) are

\[
Q_1=-1.190\ \text{eV}^{-1},\quad Q_2=4.007\ \text{eV}^{-2},\quad Q_3=-15.48\ \text{eV}^{-3}.
\]

At \(t=100\) the third is \(-15.43\ \text{eV}^{-3}\), a change of 0.4%; the first two change less. The approach to a plateau is visible.

The separate first-order branch integrals have magnitudes adding to \(85.4\ \text{eV}^{-1}\). The growth law accounts for \(2n_0^3t=2(0.27555)(150)=82.7\) of this. At third order the magnitudes add to \(3.4\times10^5\ \text{eV}^{-3}\), from which a result near \(-15\) would have to emerge.

This matters for Monte Carlo integration. If a complex integrand with integral \(Q\) is sampled in proportion to its modulus, whose integral is \(A\), each sample contributes \(A\) times a phase. Its variance is \(A^2-|Q|^2\). Let \(R\) be the ratio of \(A\) before and after the branch sum. As \(Q\) is the same and \(R>1\), summing reduces the variance by at least \(R^2\). At \(t=150\), \(R\) is about 72, 1350 and \(1.5\times10^4\) at orders one to three, against a cost of at most \(2^n\) assignments per sample. These ratios depend on the measurement time. The unsummed modulus keeps growing with \(t\) while the summed one saturates, and at \(t=300\) the ratios are about 140, \(5\times10^3\) and \(10^5\).

## Two independent roads to the coefficients

**Steady state.** At first order \(F_+-F_-=\langle[\hat n_\uparrow(t),\hat n_\uparrow(u)]\rangle\), so \(Q_1\) is the linear response to a level shift \(n_0\) per unit \(U\). At long times \(Q_1=n_0N'(\varepsilon)\), where \(N(\varepsilon)\) is the noninteracting occupation. Differentiating \(N\), obtained by frequency quadrature, gives \(-1.19017\ \text{eV}^{-1}\), in agreement with the time integral.

At second order, expanding \(N(\varepsilon+Un_\downarrow)\) with \(n_\downarrow=n_0+UQ_1\) gives the Hartree part

\[
N'Q_1+\tfrac12N''n_0^2=3.877\ \text{eV}^{-2}.
\]

The other linked diagrams have a spin-up cycle \(0\to1\to2\to0\) or \(0\to2\to1\to0\), and a spin-down exchange of 1 and 2. Swapping the vertex labels turns the second cycle into the first with \(u_1<u_2\), so we keep only the first and integrate both times without ordering them. Their factors are \((-i)^2\) from the vertices, \((-i)^5\) from the lines and \(-1\) from the exchange, in total \(-i\). Since the occupation is \(-i\) times the lesser function, this is a correction \(g\Sigma g\) with

\[
\Sigma^{\gtrless}(s)=U^2[g^{\gtrless}(s)]^2g^{\lessgtr}(-s).
\]

For a product \(AB\) joined at one vertex, the branch sum is \(A^TB^<-A^<B^{\bar T}\), where \(T\) and \(\bar T\) denote time and reverse-time ordering. Inserting \(A^T=A^R+A^<\) and \(B^{\bar T}=B^<-B^A\), with \(R\) and \(A\) superscripts for retarded and advanced, leaves \(A^RB^<+A^<B^A\). Applied twice,

\[
\delta g^<=g^R\Sigma^Rg^<+g^R\Sigma^<g^A+g^<\Sigma^Ag^A .
\]

Its frequency integral adds \(0.130\ \text{eV}^{-2}\). The total, 4.0066, differs from the determinant value 4.0069 by less than 0.01%; the frequency integral was cut off at \(\pm3\) eV. At this order, for these parameters, most of the correction is Hartree-like.

**A finite system.** Higher orders were tested on a dot with two bath levels, dot first, with one-body matrix in eV

\[
h=\begin{pmatrix}0.2&0.5&0.4\\0.5&-0.6&0\\0.4&0&0.7\end{pmatrix}.
\]

Its modes, in order of rising energy, have the nonthermal occupations 0.9, 0.25 and 0.6. The full many-body state was propagated to time 2 for complex values of \(U\) on a circle, from which the Taylor coefficients follow. They agree with the determinant integrals through fourth order, with a largest difference of \(3\times10^{-11}\) in the units of each coefficient. This tests signs and branch factors without using Wick's theorem on the many-body side.

## What the series says, and what it leaves open

For \(U=0.05\) eV the successive corrections to the occupation are \(-0.0595\), \(+0.0100\) and \(-0.0019\). Hence

\[
n\simeq0.6507-0.0595+0.0100-0.0019=0.599 .
\]

A fourth-order estimate, made at \(t=100\), is \(-0.0008\). It breaks the alternation of signs and is about 0.4 of the third term, whereas the two preceding ratios were below 0.2. The terms are still shrinking, but these four do not establish convergence or bound the remainder. An occupation of about 0.60 is what they support.

The branch sum removes unlinked terms at every order; it does not make the series in \(U\) converge. For larger \(U\) the series may need resummation, which is not attempted here. The model also omits finite lead bandwidth, further dot levels and vibrations. Their effects have not been sized here, so 0.60 is a result for this model, not a prediction for a device. The remaining values are in the numerical output below.

## Numbers as computed

```
Gamma_L, Gamma_R = 0.06, 0.04 eV
level = -0.05 eV; mu_L, mu_R = 0.10, -0.10 eV
kT = 0.025 eV; U = 0.05 eV
observation time = 150 hbar/eV = 98.7 fs
finite system, time = 2.0 hbar/eV:
  Q0 many-body 0.490450122, determinants 0.490450122 eV^-0
  Q1 many-body -0.051244118, determinants -0.051244118 eV^-1
  Q2 many-body 0.082277052, determinants 0.082277052 eV^-2
  Q3 many-body 0.002148494, determinants 0.002148494 eV^-3
  Q4 many-body -0.019013825, determinants -0.019013825 eV^-4
  largest difference (orders 0-4) = 2.6e-11
largest summed vacuum residue = 2.9e-17 (orders 1-3)
largest single vacuum term, orders 1,2,3 = 0.4235, 0.3891, 0.2826
order-3 diagrams at times 40, 36, 29, 21 hbar/eV:
  linked sum = -2.630024e-03; determinant sum = -2.630024e-03
  unlinked: |branch sum| = 8.8e-17, sum of |branch parts| = 1.2247
order 2, gap 120 hbar/eV: one branch 0.15210, summed 5.408e-08
order 2, gap 200 hbar/eV: one branch 0.15210, summed 1.884e-11
clustering rate = 0.0995 eV (Gamma = 0.10 eV)
n0 per spin = 0.650731
Q1 = -1.19017 eV^-1; at 100 hbar/eV -1.19014 eV^-1
  quadrature shift = 4.8e-07 eV^-1; U^1 Q1 = -0.059508
  sum of |separate branch integrals| = 85.43 eV^-1
  absolute integral, unsummed/summed = 71.81
Q2 = 4.00692 eV^-2; at 100 hbar/eV 4.00576 eV^-2
  quadrature shift = 1.8e-05 eV^-2; U^2 Q2 = 0.010017
  sum of |separate branch integrals| = 6338 eV^-2
  absolute integral, unsummed/summed = 1356
Q3 = -15.48420 eV^-3; at 100 hbar/eV -15.42663 eV^-3
  quadrature shift = 1.5e-03 eV^-3; U^3 Q3 = -0.001936
  sum of |separate branch integrals| = 3.423e+05 eV^-3
  absolute integral, unsummed/summed = 1.536e+04
order-1 growth |slope| = 0.275552; n0^3 = 0.275552
order-2 growth |curvature| = 0.116682; n0^5 = 0.116683
Q1 from Hartree derivative = -1.19017 eV^-1
Q2 Hartree part = 3.87694 eV^-2
Q2 self-energy part = 0.12968 eV^-2
Q2 frequency-space total = 4.00662 eV^-2
occupation per spin through order 1 = 0.59122
occupation per spin through order 2 = 0.60124
occupation per spin through order 3 = 0.59930
order-4 estimate U^4 Q4 at 100 hbar/eV = -8.15e-04
  its quadrature shift = 3.2e-07
```
